# Zero-energy lines and low-energy density of states of the diamond lattice

## Problem

One s orbital sits on each atom of a diamond lattice with cubic lattice constant $a$. The on-site energy is zero, the orbitals are orthonormal, and an electron hops between nearest neighbours with amplitude $-t$, where $t>0$. Electron–electron interaction is left out.

(a) Show that the two bands are degenerate at zero energy on every line joining an X point to a neighbouring W point of the Brillouin zone, and find out whether they vanish anywhere else.

(b) Find the density of states $g(E)$, per atom and per spin, for $|E|\ll t$.

Energies are measured in units of $t$, which is the natural scale here, and $\hbar=1$. Points of the zone are given in units of $2\pi/a$, so that $X=(1,0,0)$ and $W=(1,0,\tfrac12)$. In these units the reciprocal lattice vectors are the integer triples that are all even or all odd. The zone has volume $4(2\pi/a)^3=32\pi^3/a^3$.

## A first estimate by scaling

Take the degeneracy on the X–W lines as given. Each square face of the zone has its centre at an X point and its corners at W points, so the X–W lines are the half-diagonals of these faces. A diagonal has length $2\pi/a$. Opposite faces differ by a reciprocal lattice vector, which leaves three distinct faces with two diagonals each. The total length of the nodal lines is

$$\ell = 6\cdot\frac{2\pi}{a}=\frac{12\pi}{a}.$$

Suppose that the energy rises linearly away from a line, with the same speed $v$ in both transverse directions. The states with energy between $-|E|$ and $|E|$ then fill a tube of radius $|E|/v$, which is the following fraction of the zone:

$$P=\frac{\ell\,\pi (E/v)^2}{32\pi^3/a^3}=\frac{3}{8\pi}\,\frac{a^2E^2}{v^2}.$$

There are two bands and two atoms per primitive cell, so $P$ is also the number of states per atom and spin in this window. The window has two equal halves, one on each side of zero, so $P=2\int_0^{|E|}g\,dE'$ and

$$g_{\rm est}(E)=\frac12\frac{dP}{d|E|}=\frac{3}{8\pi}\,\frac{a^2|E|}{v^2}.$$

The only speed that can be formed from the parameters is of order $ta$, so the estimate is $g\propto|E|/t^2$. It rests on the assumption that one speed serves for the whole line.

## Exact solution

### The bands

Let $A$ and $B$ be the two atoms of the primitive cell. The four bonds from an $A$ atom to its $B$ neighbours are

$$\mathbf d=\frac a4(1,1,1),\ \frac a4(1,-1,-1),\ \frac a4(-1,1,-1),\ \frac a4(-1,-1,1).$$

In the basis of Bloch sums on $A$ and $B$ the Hamiltonian has zero diagonal elements and

$$H_{AB}=-t f(\mathbf k),\qquad f(\mathbf k)=\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d}.$$

The condition $\det(H-E)=E^2-t^2|f|^2=0$ gives $E=\pm t|f|$. The bands meet where $f=0$, and there both energies are zero.

Write $x=k_xa/4$, $y=k_ya/4$, $z=k_za/4$. The first two bonds contribute

$$e^{ix}\left[e^{i(y+z)}+e^{-i(y+z)}\right]=2e^{ix}\cos(y+z),$$

and the last two contribute

$$e^{-ix}\left[e^{i(y-z)}+e^{-i(y-z)}\right]=2e^{-ix}\cos(y-z).$$

Separate $e^{\pm ix}=\cos x\pm i\sin x$. The factor of $\cos x$ is $2[\cos(y+z)+\cos(y-z)]=4\cos y\cos z$. The factor of $i\sin x$ is $2[\cos(y+z)-\cos(y-z)]=-4\sin y\sin z$. Hence

$$f=4\left(\cos x\cos y\cos z-i\sin x\sin y\sin z\right).$$

### All the zeros

Real and imaginary parts must vanish together, so at least one cosine and at least one sine must be zero. The sine and cosine of the same angle cannot both vanish, so they belong to different components. Let them be $\cos x=0$ and $\sin y=0$; the other choices follow by permutation. Then $x=\pi/2+m\pi$ and $y=n\pi$ with integers $m,n$, while $z$ is free. In units of $2\pi/a$ these points are

$$(1+2m,\ 2n,\ s),\qquad s=\frac{2z}{\pi}.$$

Subtracting an all-even reciprocal lattice vector brings them to $(1,0,s)$ with $-1\le s\le1$. For $|s|\le\frac12$ this is a point on a line from $X$ to one of the corners $(1,0,\pm\frac12)$. For $\frac12\le s\le1$, subtract $(1,1,1)$:

$$(1,0,s)\to(0,-1,s-1),\qquad -\tfrac12\le s-1\le0,$$

which lies on the line from the X point $(0,-1,0)$ to the W point $(0,-1,-\frac12)$. For $-1\le s\le-\frac12$, subtracting $(1,1,-1)$ does the same. Every zero therefore lies on an X–W line or on a copy of one, and by the cubic symmetry every X–W line consists of zeros. This answers part (a).

### Speeds across a line

Put $x=\pi/2+u$ and $y=v$ with small $u$ and $v$. Then $\cos x\approx-u$, $\sin x\approx1$, $\cos y\approx1$, $\sin y\approx v$, and

$$|f|^2\approx16\left(u^2\cos^2z+v^2\sin^2z\right).$$

For a displacement $\delta k_x$ one has $u=a\,\delta k_x/4$, so $|E|=ta|\cos z|\,|\delta k_x|$. In the same way a displacement along $y$ gives $|E|=ta|\sin z|\,|\delta k_y|$. The transverse speeds are

$$v_x=ta\left|\cos\frac{\pi s}{2}\right|,\qquad v_y=ta\left|\sin\frac{\pi s}{2}\right|.$$

At W, $s=\frac12$ and both equal $0.7071\,ta$. Halfway to X, at $s=0.25$, they are $0.9239\,ta$ and $0.3827\,ta$. At X they are $ta$ and zero. The vanishing speed has a simple origin: the $y$ direction at X is itself a nodal line, $(1,s,0)$, which crosses the first one there. The assumption of a single speed fails at these crossings.

### Setting up the count

Let $\varepsilon=|E|/t$ and let $p(\varepsilon)$ be the probability density of $|f|$ for $\mathbf k$ uniform in the zone. Each band has one state per primitive cell and spin for each $\mathbf k$, and the cell has two atoms. At a given $E\neq0$ one of the two bands contributes, so

$$g(E)=\frac{p(\varepsilon)}{2t}.$$

Since $|f|^2=16(\cos^2x\cos^2y\cos^2z+\sin^2x\sin^2y\sin^2z)$ has period $\pi$ in each of $x,y,z$, the average over the zone may be taken over a cube of side $\pi$ in these variables. In $\mathbf k$ space this cube has side $4\pi/a$, its edges are reciprocal lattice vectors, and it covers the zone twice.

The cube holds six nodal lines: three choices for the component with vanishing cosine times two for the one with vanishing sine. Each has length $\pi$ and passes through X points at $z=0$ and $z=\pi/2$, where $z$ now denotes the free component. Two lines cross at each X point, so there are $6\cdot2/2=6$ X points and $6\cdot2=12$ line segments between them.

Define $\eta=\varepsilon/4$, so that the region to be measured is $|f|<4\eta$. Choose a length $L$ with $\eta\ll L^2\ll1$, and treat separately the boxes of half-side $L$ around the X points and the rest of each segment.

### Segments away from X

At fixed $z$ the region is an ellipse with semi-axes $\eta/|\cos z|$ and $\eta/|\sin z|$ and area $\pi\eta^2/|\sin z\cos z|$. The derivative of its area with respect to $\eta$ is $2\pi\eta/|\sin z\cos z|$. Because $1/(\sin z\cos z)$ is the derivative of $\ln\tan z$, one segment gives

$$2\pi\eta\int_L^{\pi/2-L}\frac{dz}{\sin z\cos z}=2\pi\eta\,(-2\ln\tan L)\approx-4\pi\eta\ln L.$$

The twelve segments give $-48\pi\eta\ln L$. This grows without limit as $L\to0$, so the crossings need their own treatment.

### Boxes around X

Near $(\pi/2,0,0)$, with $z=w$ small as well,

$$|f|\approx4\sqrt{u^2+v^2w^2}.$$

At the other X points the same form holds with the variables permuted. Let $q=|vw|$. For a given $q<\eta$, the allowed interval of $u$ has length $2\sqrt{\eta^2-q^2}$.

The distribution of $q$ in the quadrant $0<v,w<L$ is also needed. The area where $vw<q$ consists of the strip $v<q/L$, of area $q$, and the part below the hyperbola:

$$q+\int_{q/L}^{L}\frac qv\,dv=q+q\ln\frac{L^2}{q}.$$

Its derivative with respect to $q$ is $\ln(L^2/q)$. With four quadrants the volume in the box is

$$V_X=8\int_0^\eta\ln\frac{L^2}{q}\,\sqrt{\eta^2-q^2}\,dq.$$

On differentiation the upper limit contributes nothing, because the root vanishes there. With $q=\eta\sin\theta$,

$$\frac{dV_X}{d\eta}=8\eta\int_0^{\pi/2}\left[\ln\frac{L^2}{\eta}-\ln\sin\theta\right]d\theta.$$

Let $I=\int_0^{\pi/2}\ln\sin\theta\,d\theta$, which also equals $\int_0^{\pi/2}\ln\cos\theta\,d\theta$. Adding the two forms gives $2I=\int_0^{\pi/2}\ln(\tfrac12\sin2\theta)\,d\theta=I-\frac\pi2\ln2$, so $I=-\frac\pi2\ln2$. Therefore

$$\frac{dV_X}{d\eta}=4\pi\eta\ln\frac{2L^2}{\eta}.$$

### The density of states

The sum of six boxes and twelve segments is

$$24\pi\eta\left[\ln\frac2\eta+2\ln L\right]-48\pi\eta\ln L=24\pi\eta\ln\frac2\eta.$$

The arbitrary length $L$ has cancelled. The neglected terms are of order $\eta L^2$, and they disappear when $L$ is made small after $\eta$.

Division by the volume $\pi^3$ of the cube gives the density with respect to $\eta$. Since $d\eta=d\varepsilon/4$ and $\eta=\varepsilon/4$,

$$p(\varepsilon)=\frac14\cdot\frac{24}{\pi^2}\cdot\frac\varepsilon4\,\ln\frac8\varepsilon=\frac{3}{2\pi^2}\,\varepsilon\ln\frac8\varepsilon.$$

The answer to part (b), to leading order for $|E|\ll t$, is

$$\boxed{g(E)=\frac{3}{4\pi^2}\,\frac{|E|}{t^2}\,\ln\frac{8t}{|E|}}$$

The number of states per atom and spin with energy between $-\varepsilon t$ and $\varepsilon t$ is

$$P(\varepsilon)=\int_0^\varepsilon p\,d\varepsilon'=\frac{3}{4\pi^2}\,\varepsilon^2\left[\ln\frac8\varepsilon+\frac12\right].$$

### An integral valid beyond low energy

The formula can be compared with a calculation that makes no expansion about the lines. Taking the phase of the first bond out of $f$ leaves $|f|=|1+e^{i\alpha}+e^{i\beta}+e^{i\gamma}|$. The angles are $\mathbf k\cdot(\mathbf d_j-\mathbf d_1)$, and the three differences are primitive lattice vectors. For $\mathbf k$ uniform in the zone the angles are therefore independent and uniform, and $|f|$ is distributed like the length of a planar walk of four unit steps in random directions.

Two such steps at relative angle $\delta$ have length $\rho=2|\cos(\delta/2)|$, with density $2/(\pi\sqrt{4-\rho^2})$. Division by $2\pi\rho$ gives the density per unit area, $1/(\pi^2\rho\sqrt{4-\rho^2})$. Four steps ending at distance $r$ are two such pairs, whose lengths $\rho_1,\rho_2$ are the distances of the midway point from the start and the end. In elliptic coordinates with these two points as foci,

$$\rho_{1,2}=\frac r2(\cosh\mu\pm\cos\nu),\qquad dA=\frac{r^2}{4}(\cosh^2\mu-\cos^2\nu)\,d\mu\,d\nu=\rho_1\rho_2\,d\mu\,d\nu.$$

The factors $\rho_1\rho_2$ cancel. Multiplication by $2\pi r$ turns the density per area into the density of the length:

$$p(r)=\frac{2r}{\pi^3}\iint_{\rho_1,\rho_2<2}\frac{d\mu\,d\nu}{\sqrt{(4-\rho_1^2)(4-\rho_2^2)}},\qquad \mu\ge0,\quad0\le\nu<2\pi.$$

## Comparison

At $|E|=0.1\,t$ the prefactor $3/(4\pi^2)=0.07599$ and $\ln80=4.382$ give

$$g=0.07599\times0.1\times4.382\,/t=0.0333/t,$$

and the double integral gives the same to three digits. The table lists the integral, the relative error of the boxed formula (formula divided by integral, minus one), and the ratio that the scaling estimate takes to be constant.

| $\lvert E\rvert/t$ | $g\,t$ (integral) | error of formula | $g\,t^2/\lvert E\rvert$ |
|---|---|---|---|
| 0.01 | 0.00508 | $-5.5\times10^{-6}$ | 0.508 |
| 0.03 | 0.01274 | $-4.9\times10^{-5}$ | 0.425 |
| 0.10 | 0.0333 | $-5.2\times10^{-4}$ | 0.333 |
| 0.30 | 0.0752 | $-4.4\times10^{-3}$ | 0.251 |

The error grows roughly as $(E/t)^2$ over this range and is still below half a percent at $0.3\,t$.

The scaling estimate assumes equal transverse speeds, which holds only at W, so it is given the speed there, $v^2=t^2a^2/2$. It then reads $g_{\rm est}=(3/4\pi)|E|/t^2$, and the constant is $\pi\times0.07599=0.239$. The ratio of the formula to this estimate is

$$\frac{g}{g_{\rm est}}=\frac1\pi\ln\frac{8t}{|E|}.$$

This ratio is 1.045 at $0.3\,t$, where the estimate lies about 4% below the formula, and about 2.1 at $0.01\,t$. The near agreement at $0.3\,t$ is an accident of the energy chosen: the ratio passes through one at $|E|=8e^{-\pi}t\approx0.35\,t$. The estimate has the right power of $E$ but misses a factor that grows without limit as $E\to0$, so no choice of a constant $v$ can repair it.

Counting points in separate regions shows where the logarithm arises. On the part of a segment with $\pi/8<z<3\pi/8$, the volume divided by $\eta^2$ should be $-2\pi\ln\tan(\pi/8)=5.538$ at any low energy. The counts are 5.534 for $|E|<0.02\,t$ and 5.538 for $|E|<0.1\,t$: this part follows the simple scaling. In a box around X, integration of $dV_X/d\eta$ gives

$$\frac{V_X}{\eta^2}=2\pi\left[\ln\frac{2L^2}{\eta}+\frac12\right].$$

For $L=0.2$ this is 20.56 at $0.02\,t$ and 11.85 at $0.08\,t$, against counts of 20.71 and 11.99. The counts lie about 1% higher, within the tolerance of 3% set for the neglected terms of relative order $L^2$ and the finite grid. Their fall with energy, 8.72, agrees with $2\pi\ln4=8.71$.

For $|E|<0.1\,t$ the formula for $P$ gives 0.00371 states per atom and spin, and sampling of the whole zone gives the same to three digits. With one electron per atom the lower band is full and the Fermi energy is zero. The model is then a semimetal with few states near the Fermi energy.

## Two changes of the model

**Second-neighbour hopping.** Let electrons also hop with amplitude $-t_2$ to the 12 second neighbours, at $\mathbf R=\mathbf d-\mathbf d'$ with $\mathbf d\ne\mathbf d'$. Expanding $|f|^2=\sum_{\mathbf d,\mathbf d'}e^{i\mathbf k\cdot(\mathbf d-\mathbf d')}$, the four terms with $\mathbf d=\mathbf d'$ give 4, so $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}=|f|^2-4$. Both diagonal elements become $-t_2(|f|^2-4)$, and

$$E=4t_2\pm t|f|-t_2|f|^2.$$

The lines stay degenerate and flat, but at energy $4t_2$; for $t_2=0.1\,t$ this is $0.4\,t$. Close to the lines the last term is small compared with $t|f|$. Away from them the last two terms can cancel only where $|f|=t/|t_2|$, and since $|f|\le4$ this does not happen for $|t_2|<t/4$. Under this condition the boxed formula holds to leading order with $|E|$ replaced by $|E-4t_2|$. For larger $|t_2|$, states far from the lines also have energies near $4t_2$ and add to the density of states there. The value zero in part (a) thus belongs to the nearest-neighbour model.

**Unequal atoms.** Give the two sublattices on-site energies $+\Delta$ and $-\Delta$, with $0<\Delta\ll t$. Then $E^2=\Delta^2+t^2|f|^2$, and the degeneracy is replaced by a gap of $2\Delta$. For $|E|>\Delta$ set $\varepsilon=\sqrt{E^2-\Delta^2}/t$, so that $d\varepsilon/d|E|=|E|/(t^2\varepsilon)$. The density of states, averaged over the two kinds of atom, is

$$g(E)=\frac12\,p(\varepsilon)\,\frac{d\varepsilon}{d|E|}=\frac{3}{4\pi^2}\,\frac{|E|}{t^2}\,\ln\frac{8t}{\sqrt{E^2-\Delta^2}},$$

to leading order in $\varepsilon$. As $\Delta\to0$ the boxed result returns. At finite $\Delta$ the band edges are still flat along the X–W lines, and the logarithm from the crossings now makes $g$ diverge at each edge. In the symmetric lattice the crossings multiply a density of states that vanishes linearly by a logarithm, and the product still goes to zero. Once the gap is open, the linear factor no longer vanishes at the band edge, and the same logarithm gives a singularity.

## Table of computed values

```
Energies in t, wave vectors in 2 pi/a, DOS per atom and spin in 1/t
X-W lines tested: 24
largest |E| on them: 7.2e-16 t
zeros found from random starts: 60 of 60
largest distance of these from an X-W line: 5.3e-11 (2 pi/a)
second-neighbour hopping t2: 0.10 t
band energy at the last W with t2: 0.4000, 0.4000 t
Transverse speeds at (1,0,s), units t a:
  s = 0.00: along x 1.0000, along y 0.0000
  s = 0.25: along x 0.9239, along y 0.3827
  s = 0.50: along x 0.7071, along y 0.7071
Tube between z = pi/8 and 3pi/8, volume/eta^2, formula: 5.5378
  |E| < 0.02 t: counted 5.5340
  |E| < 0.10 t: counted 5.5384
Box around X, half-side L = 0.2, volume/eta^2:
  |E| < 0.02 t: counted 20.705, formula 20.562
  |E| < 0.08 t: counted 11.989, formula 11.852
Density of states near zero:
  |E| = 0.01 t: exact integral 0.005080, formula 0.005080 1/t
    relative error -5.5e-06, exact g/|E| = 0.5080 1/t^2
  |E| = 0.03 t: exact integral 0.012735, formula 0.012735 1/t
    relative error -4.9e-05, exact g/|E| = 0.4245 1/t^2
  |E| = 0.10 t: exact integral 0.033317, formula 0.033299 1/t
    relative error -5.2e-04, exact g/|E| = 0.3332 1/t^2
  |E| = 0.30 t: exact integral 0.075181, formula 0.074853 1/t
    relative error -4.4e-03, exact g/|E| = 0.2506 1/t^2
prefactor 3/(4 pi^2): 0.075991
States per atom and spin with |E| < 0.1 t:
  zone sampling 0.003713, formula 0.003710
Check of the exact integral at |E| = 1 t:
  integral 0.1650, zone sampling 0.1650 1/t
```
